\section*{Why the Thermal Photon Self-Energy Has No Zero-Momentum Value}

\section{Two experiments on one plasma}

A neutral plasma of electrons and positrons is held at temperature $T=5$ MeV. In one experiment a heavy charge is placed in it and left there until the plasma has adjusted; the potential is then measured as a function of distance. In another, a nearly uniform electric field is switched on briefly and the plasma is left to itself; the field oscillates. Both experiments probe electromagnetic fields of small wave number $k$ and small frequency $\omega$. It is tempting to describe both by one number, the photon self-energy at $\omega=k=0$, and to call it the squared thermal mass of the photon. The screening length would then be the inverse of the oscillation frequency.

This is false, as a direct calculation for this plasma shows. Units are $\hbar=c=k_B=1$, with $e^2=4\pi\alpha=0.0917$. Energies are given in MeV, since Rydberg units do not suit a relativistic plasma. The electron mass, $0.511$ MeV, is neglected at first, so the speed is $v=1$ and the energy is $E=p$. Collisions are neglected too.

The response is described by two functions. In Coulomb gauge, with scalar potential $\phi$ and transverse vector potential $\mathbf A_T$,
\begin{equation}
\rho_{\rm ind}=-\Pi_{00}\,\phi,\qquad \mathbf J_{T,\rm ind}=-\Pi_T\,\mathbf A_T .
\label{def}
\end{equation}
Inserted in Maxwell's equations, these give
\begin{equation}
(k^2+\Pi_{00})\phi=\rho_{\rm ext},\qquad (k^2-\omega^2+\Pi_T)\mathbf A_T=\mathbf J_{T,\rm ext}.
\label{maxwell}
\end{equation}
With metric $(+,-,-,-)$ and $J^\mu=-\Pi^{\mu\nu}A_\nu$, the function $\Pi_{00}$ is the $00$ component, while the transverse part of $\Pi^{ij}$ is $-\Pi_T$, because $A_j=-A^j$.

\section{The counter-example}

Each spin state of each species has occupation $f(E)=1/(e^{E/T}+1)$. A weak field changes it by $\delta f$, which for particles of charge $q=\pm e$ obeys
\begin{equation}
\partial_t\delta f+\mathbf v\cdot\nabla\delta f+q(\mathbf E+\mathbf v\times\mathbf B)\cdot\mathbf v f'(E)=0,
\label{vlasov}
\end{equation}
since $\partial f/\partial\mathbf p=\mathbf v f'$. The magnetic term vanishes because $(\mathbf v\times\mathbf B)\cdot\mathbf v=0$.

\subsection{Static charge}

For a static potential, $\mathbf E=-\nabla\phi$, and (\ref{vlasov}) is solved by $\delta f=q\phi f'$: occupation drops where the potential energy is high. Two spins and two species, each with $q^2=e^2$, give
\begin{equation}
\rho_{\rm ind}=4e^2\phi\int\!\frac{d^3p}{(2\pi)^3}f'=-m_D^2\phi,\qquad
m_D^2=\frac{2e^2}{\pi^2}\int_0^\infty\! p^2(-f')\,dp .
\end{equation}
Integrating by parts and expanding $f=\sum_{n\ge1}(-1)^{n+1}e^{-np/T}$,
\begin{equation}
\int_0^\infty p^2(-f')dp=2\int_0^\infty pf\,dp=2T^2\sum_{n\ge1}\frac{(-1)^{n+1}}{n^2}=\frac{\pi^2T^2}{6},
\end{equation}
so that $m_D^2=e^2T^2/3$. Hence $\Pi_{00}=m_D^2$ in the static order of limits ($\omega=0$ first, then $k\to0$).

A static charge $Q$ therefore obeys $(\nabla^2-m_D^2)\phi=-Q\delta^3(\mathbf r)$. Away from the origin this reads $(r\phi)''=m_D^2\,r\phi$. The decaying solution with the Coulomb form at small $r$ is
\begin{equation}
\phi=\frac{Q}{4\pi r}e^{-m_Dr}.
\end{equation}

A static transverse potential produces only a magnetic field, which does not enter (\ref{vlasov}). Thus $\delta f=0$ and $\Pi_T=0$: there is no magnetic screening mass.

\subsection{Uniform field}

Now let $\mathbf E(t)$ be uniform. The gradient term drops out and $\partial_t\delta f=-q\,\mathbf E\cdot\mathbf v f'$. The current then changes at the rate
\begin{equation}
\partial_t\mathbf J=4e^2\int\!\frac{d^3p}{(2\pi)^3}(-f')\,\mathbf v(\mathbf v\cdot\mathbf E)=\frac{m_D^2}{3}\mathbf E,
\label{accel}
\end{equation}
because the angular average of $v_iv_j$ is $\delta_{ij}/3$. Without a magnetic field, Maxwell's equation is $\partial_t\mathbf E=-\mathbf J$. Differentiating it once,
\begin{equation}
\partial_t^2\mathbf E=-\omega_p^2\mathbf E,\qquad \omega_p^2=\frac{m_D^2}{3}=\frac{e^2T^2}{9}.
\end{equation}
With $\mathbf E=-\partial_t\mathbf A$, and no current before the field is switched on, (\ref{accel}) integrates to $\mathbf J=-\omega_p^2\mathbf A$. Hence $\Pi_T=\omega_p^2$. A uniform scalar potential exerts no force and induces no charge, so $\Pi_{00}=0$.

\subsection{Numbers}

The two scales are
\begin{align}
m_D&=\sqrt{0.0917/3}\times5\ \text{MeV}=0.874\ \text{MeV},\\
\omega_p&=0.874\ \text{MeV}/\sqrt3=0.505\ \text{MeV}.
\end{align}
The screening length is $1/m_D=226$ fm, and the oscillation period is $2\pi/\omega_p=8.19\times10^{-21}$ s. At a distance $3/m_D$ the potential is $e^{-3}=0.050$ of its bare value. Using $1/\omega_p$ as the screening length would give $391$ fm, too long by $\sqrt3$. Both components of the self-energy have two different values at the origin, so the supposed single number does not exist.

\section{The general statement}

Allow any electron mass $m$ and a chemical potential $\mu$. Let $f_-(E)$ and $f_+(E)$ be the electron and positron occupations, $f_\mp=1/(e^{(E\mp\mu)/T}+1)$, and let $F=f_-+f_+$. With $E=\sqrt{p^2+m^2}$ and $v=p/E$, define
\begin{equation}
m_D^2=\frac{e^2}{\pi^2}\int_0^\infty p^2\,[-F'(E)]\,dp .
\label{md}
\end{equation}
Let $\langle\cdots\rangle$ be the average over $p$ with weight $p^2[-F'(E)]$ and over $c=\cos\theta$, uniform on $[-1,1]$, where $\theta$ is the angle between $\mathbf p$ and $\mathbf k$.

\textbf{Statement.} At order $e^2$, without collisions, let $\omega$ and $k$ go to zero at fixed $x=\omega/k$, with $x$ approached from the upper half plane (retarded response). The medium part of the self-energy tends to
\begin{equation}
\Pi_{00}=m_D^2\left\langle1-\frac{x}{x-vc}\right\rangle,\qquad
\Pi_T=m_D^2\left\langle\frac{v^2(1-c^2)}2\,\frac{x}{x-vc}\right\rangle .
\label{main}
\end{equation}
Two cases are excluded, because $\Pi_{00}$ diverges logarithmically there: the rays $x=\pm1$ for $m=0$, and the rays $x=\pm v_F$ at $T=0$, where $v_F$ is the Fermi velocity. The limit depends on direction in the $(\omega,k)$ plane. For $x\to0$ it is $(m_D^2,0)$, and for $x\to\infty$ it is $(0,\omega_p^2)$, with
\begin{equation}
\omega_p^2=\tfrac13m_D^2\langle v^2\rangle .
\label{wp}
\end{equation}

The vacuum part does not share the ambiguity. Lorentz and gauge invariance give it the form $(K^2g^{\mu\nu}-K^\mu K^\nu)\Pi(K^2)$, with $K^2=\omega^2-k^2$. For massive electrons $\Pi(K^2)$ is regular near $K^2=0$, so this part vanishes from every direction.

\section{Proof}

\subsection{Linear response}

In the one-particle Hamiltonian $h=\boldsymbol\alpha\cdot\mathbf p+\beta m$ the field adds $h'=q(\phi-\boldsymbol\alpha\cdot\mathbf A)$, with $q=-e$. The one-particle density matrix obeys $i\partial_t\rho=[h+h',\rho]$. To first order, for time dependence $e^{-i\omega t}$, its elements between eigenstates of $h$ satisfy
\begin{equation}
\omega\,\delta\rho_{ba}=(\varepsilon_b-\varepsilon_a)\delta\rho_{ba}+(n_a-n_b)h'_{ba}.
\end{equation}
Solving for $\delta\rho_{ba}$ and forming $\sum A_{ab}\delta\rho_{ba}$ yields the response of $A$ to a perturbation $B$:
\begin{equation}
\chi_{AB}=\int\!\frac{d^3p}{(2\pi)^3}\sum_{ab}\frac{(n_a-n_b)A_{ab}B_{ba}}{\omega+\varepsilon_a-\varepsilon_b+i0}.
\label{kubo}
\end{equation}
Here $a$ has momentum $\mathbf p-\mathbf k/2$ and $b$ has $\mathbf p+\mathbf k/2$. The charge density is $q$ times the number density, and $h'$ contains $+q\phi$, so $\Pi_{00}=-e^2\chi_{nn}$. The current is $q\boldsymbol\alpha$, but $h'$ contains $-q\boldsymbol\alpha\cdot\mathbf A$, so $\Pi_T=+e^2\chi_{\alpha\alpha}$ for a transverse component of $\boldsymbol\alpha$. Since $h$ is linear in $\mathbf p$, there is no separate term quadratic in $\mathbf A$.

To isolate the medium part, subtract the filled negative-energy sea. Positive levels then have $n=f_-$ and negative levels $n=-f_+$. Spin sums follow from the projectors $\Lambda_\pm=\frac12(1\pm h/E)$.

\subsection{Charge response}

Write $E_1,E_2$ for the energies at $\mathbf p\mp\mathbf k/2$. For small $k$, $E_2-E_1\simeq kvc$. Transitions within the positive branch have total spin weight $\mathrm{tr}\,\Lambda_+=2$ and contribute
\begin{equation}
2\,\frac{f_-(E_1)-f_-(E_2)}{\omega+E_1-E_2}\simeq2(-f_-')\frac{kvc}{\omega-kvc}.
\label{ph}
\end{equation}
In the negative branch the numerator is $-f_+(E_1)+f_+(E_2)\simeq f_+'kvc$ and the denominator is $\omega+kvc$. Replacing $c$ by $-c$ under the angular integral turns this into (\ref{ph}) with $f_+$ for $f_-$.

Transitions between branches have spin weight $\mathrm{tr}[\Lambda_+(\mathbf p-\mathbf k/2)\Lambda_-(\mathbf p+\mathbf k/2)]=1-\mathbf n_1\cdot\mathbf n_2$, where $\mathbf n=(\mathbf p,m)/E$ is a unit vector in four dimensions. This equals $\frac12|\mathbf n_1-\mathbf n_2|^2\simeq k^2(1-v^2c^2)/(2E^2)$. For $p\gg k$ the energy denominators stay near $\pm2E$, so the contribution vanishes with $k$. For $m=0$ this estimate fails at $p\lesssim k$, but there the momentum volume is of order $k^3$ and the denominators are of order $k$, so that region contributes only at order $k^2$. The range $k\ll p\ll T$, where the integrand behaves as $k^2\,dp/p$, adds a term of order $k^2\ln(T/k)$, which also vanishes with $k$.

With $d^3p/(2\pi)^3\to p^2dp\,dc/(4\pi^2)$, the remaining terms give
\begin{equation}
\Pi_{00}=-m_D^2\left\langle\frac{vc}{x-vc}\right\rangle=m_D^2\left\langle1-\frac{x}{x-vc}\right\rangle .
\end{equation}

The source of the ambiguity is visible in (\ref{ph}). Numerator and denominator both vanish at $\omega=k=0$, and the ratio depends on which vanishes faster. Physically, the question is whether a particle crosses a wavelength during one period of the field. If it does so many times, the particles redistribute and screen. If it hardly moves, no charge can accumulate.

\subsection{Current response}

From $\alpha_xh+h\alpha_x=2p_x$ follows $\alpha_x\Lambda_+=\Lambda_-\alpha_x+p_x/E$. Multiplying by $\Lambda_+$ from the left and using $\Lambda_+\Lambda_-=0$ gives $\Lambda_+\alpha_x\Lambda_+=v_x\Lambda_+$. The two spin weights at $k\to0$ are therefore
\begin{align}
\mathrm{tr}[\Lambda_+\alpha_x\Lambda_+\alpha_x]&=2v_x^2,\\
\mathrm{tr}[\Lambda_+\alpha_x\Lambda_-\alpha_x]&=2-2v_x^2,
\end{align}
where the second uses $\Lambda_-=1-\Lambda_+$ and $\alpha_x^2=1$. The negative branch has the same weights.

Averaged over the two transverse directions, $v_x^2$ becomes $\frac12v^2(1-c^2)$. The energy factors within a branch are those of (\ref{ph}), so the particle--hole part is
\begin{equation}
\Pi_T^{\rm ph}=m_D^2\left\langle\frac{v^2(1-c^2)}2\,\frac{vc}{x-vc}\right\rangle .
\label{phT}
\end{equation}

For pair transitions, a negative level $a$ and positive level $b$ give $-F/(\omega-2E)$; the opposite ordering gives $F/(\omega+2E)$. At small $\omega$ these add to $F/E$. The angular average of $v_x^2$ is $v^2/3$, hence
\begin{equation}
\Pi_T^{\rm pair}=\frac{e^2}{\pi^2}\int_0^\infty\! p^2\frac{F}{E}\left(1-\frac{v^2}{3}\right)dp .
\end{equation}
Since $dE/dp=v$,
\begin{equation}
\frac{d}{dp}\frac{p^3}{3E}=\frac{p^2}{E}-\frac{p^4}{3E^3}=\frac{p^2}{E}\left(1-\frac{v^2}{3}\right),
\end{equation}
and integration by parts, with vanishing boundary terms, gives
\begin{equation}
\Pi_T^{\rm pair}=\frac{e^2}{\pi^2}\int_0^\infty\frac{p^3}{3E}(-F')v\,dp=\frac{m_D^2\langle v^2\rangle}{3}=\omega_p^2 .
\end{equation}

Finally, write $vc/(x-vc)=x/(x-vc)-1$ in (\ref{phT}). The average of $\frac12v^2(1-c^2)$ is $\langle v^2\rangle/3$, so the $-1$ produces $-\omega_p^2$ and cancels the pair part. What is left is $\Pi_T$ in (\ref{main}).

\subsection{The two limits}

The angular average of $x/(x-vc)$ is $(x/2v)\ln[(x+v)/(x-v)]$, which vanishes as $x\to0$; the factor $1-c^2$ does not change this. That proves the static values. For large $x$, $x/(x-vc)\to1$ proves $\Pi_T\to\omega_p^2$. In the charge response the term linear in $c$ averages to zero, and the next one gives
\begin{equation}
\Pi_{00}\simeq-\frac{m_D^2\langle v^2c^2\rangle}{x^2}=-\frac{k^2}{\omega^2}\omega_p^2 .
\label{longwave}
\end{equation}
This vanishes with $k$, yet it cannot be dropped from (\ref{maxwell}): $k^2+\Pi_{00}=k^2(1-\omega_p^2/\omega^2)$ has its zero at $\omega=\omega_p$. A vanishing $\Pi_{00}$ is thus compatible with a longitudinal oscillation. $\square$

Equation (\ref{longwave}) also follows from charge conservation. Let $J_z=-\Pi_ZA_z$ define the response along $\mathbf k$. The potentials $\phi$ and $A_z=-(k/\omega)\phi$ produce the same electric field, so $J_z=(k/\omega)\Pi_Z\phi$. Continuity, $\omega\rho=kJ_z$, then gives
\begin{equation}
\Pi_{00}=-\frac{k^2}{\omega^2}\Pi_Z .
\end{equation}
At $k\to0$ no direction is preferred, hence $\Pi_Z=\Pi_T=\omega_p^2$.

\subsection{The cancellation in numbers}

Direct diagonalization of $h$ and summation of (\ref{kubo}) tests these results for $m=T$, $\mu=0.5\,T$. In the static order at $k=0.01\,T$, the particle--hole and pair parts of $\Pi_T/e^2$ are $-0.08928\,T^2$ and $+0.08928\,T^2$; their sum is $-1.2\times10^{-6}\,T^2$. At $k=0$ and $\omega=0.01\,T$ the first is zero to rounding and the second is unchanged. The squared plasma frequency of the long-wavelength order ($k=0$ first, then $\omega\to0$) is thus the pair term, left without its static partner. Here $\omega_p^2/m_D^2=0.286$, below $1/3$ because $v<1$.

\section{Between the two limits}

For $m=0$ the averages are elementary. Put $L=\ln[(x+1)/(x-1)]$ and use
\begin{equation}
\frac{1-c^2}{x-c}=\frac{1-x^2}{x-c}+x+c .
\end{equation}
Integration over $c$ gives
\begin{equation}
\Pi_{00}=m_D^2\left(1-\frac{xL}{2}\right),\qquad
\Pi_T=\frac{m_D^2}{2}\left[x^2+\frac{x(1-x^2)}2L\right].
\label{closed}
\end{equation}
At $x=1.5$ they equal $-0.207\,m_D^2$ and $0.371\,m_D^2$; at $x=10$, $-0.003\,m_D^2$ and $0.334\,m_D^2$. At $x\to1$, $\Pi_T\to m_D^2/2$, a third value. It is the value approached by transverse waves with $k\gg m_D$, for which $\omega^2\simeq k^2+m_D^2/2$. The approach is slow: with (\ref{closed}), $(\omega^2-k^2)/m_D^2$ is $0.449$ at $k=2m_D$ and $0.484$ at $k=5m_D$, which in the 5 MeV plasma is already $0.87\,T$.

For real $0<x<1$ the logarithm is $\ln[(1+x)/(1-x)]-i\pi$. The imaginary part is Landau damping, due to particles with $c=x$ that keep pace with the wave. At $x=0.5$, $\Pi_{00}=(0.725+0.785i)m_D^2$. For small $x$, $\Pi_T\simeq-i\pi xm_D^2/4$. A slowly varying magnetic field is therefore affected by the plasma, although a static one has no screening mass.

At large $x$, expanding $L=2(x^{-1}+x^{-3}/3+x^{-5}/5+\cdots)$ gives
\begin{equation}
\frac{\Pi_{00}}{m_D^2}\simeq-\frac1{3x^2}-\frac1{5x^4},\qquad
\frac{\Pi_T}{m_D^2}\simeq\frac13+\frac1{15x^2}.
\end{equation}
Insert these in $k^2+\Pi_{00}=0$ and $\omega^2=k^2+\Pi_T$, and replace $\omega^2$ by $\omega_p^2=m_D^2/3$ in the small terms:
\begin{equation}
\omega_L^2\simeq\omega_p^2+\tfrac35k^2,\qquad \omega_T^2\simeq\omega_p^2+\tfrac65k^2 .
\end{equation}
Both modes start at $\omega_p$, neither at $m_D$. In the 5 MeV plasma at $k=m_D/2=0.437$ MeV these expansions give $0.608$ and $0.696$ MeV. The roots of the unexpanded dispersion relations built on the soft massless forms (\ref{closed}) are $0.615$ and $0.686$ MeV, and an independent eigenvalue calculation with (\ref{vlasov}) and Maxwell's equations agrees with them.

\section{Other plasmas, and where the result fails}

In a dilute nonrelativistic plasma the weight in $\langle v^2\rangle$ is $p^2e^{-p^2/2mT}$, so $\langle v^2\rangle=3T/m$ and $\omega_p^2/m_D^2=T/m$. For $m=200\,T$ the computed ratio is $0.00494$, close to $0.005$, and $m_D/\omega_p=14.2$. Treating the two scales as one mass is then wrong by an order of magnitude. These figures count the electron and positron response only, with any neutralizing background held rigid. Mobile ions add to the static screening but hardly to $\omega_p$: in an electron--proton plasma at one temperature $m_D^2$ doubles, and $m_D/\omega_p$ becomes $20.1$.

At $T=0$ with $\mu>m$, $-F'$ is $\delta(E-\mu)$. With Fermi momentum $p_F$ and velocity $v_F=p_F/\mu$, (\ref{md}) gives $m_D^2=e^2p_F\mu/\pi^2$ and $\omega_p^2=m_D^2v_F^2/3$. The ambiguity needs a medium, not a temperature. With $T\to0$ and $|\mu|<m$ the medium disappears, and both scales vanish.

The soft, massless formulas are approximations in the 5 MeV plasma, where $m_D/T=0.17$. The one-loop medium part with the real electron mass gives $\Pi_{00}=0.994\,m_D^2$ and $\Pi_T=-0.004\,m_D^2$ at $\omega=0$, $k=m_D$. At $k=0$, $\omega=\omega_p$ it gives $\Pi_T=0.999\,\omega_p^2$. Here $m_D$ and $\omega_p$ are the massless values. The last figure is close to one partly by cancellation: the electron mass alone lowers $\omega_p$ from $0.50470$ to $0.50356$ MeV, a factor $0.995$ in $\omega_p^2$, while the finite frequency raises the pair factor from $F/E$ to $4EF/(4E^2-\omega^2)$. The small negative $\Pi_T$ is no squared mass, since by (\ref{main}) the static $\Pi_T$ vanishes as $k\to0$. The rate at which it vanishes was computed only for the test plasma with $m=T$, $\mu=0.5\,T$: there, doubling $k$ from $0.1\,T$ multiplies the static $\Pi_T$ by $3.99$, close to a $k^2$ law. Vacuum polarization and higher loops are not included in these figures.

Collisions limit the long-wavelength order. In a simple model in which they relax the current at a rate $\nu$, (\ref{accel}) becomes $\partial_t\mathbf J=\omega_p^2\mathbf E-\nu\mathbf J$. With $\mathbf E=i\omega\mathbf A$,
\begin{equation}
\Pi_T(\omega,k=0)=\omega_p^2\,\frac{\omega}{\omega+i\nu}.
\end{equation}
This is $\omega_p^2$ for $\omega\gg\nu$, but it tends to zero for $\omega\ll\nu$, where the plasma is an ordinary conductor. The instruction ``$k=0$, then $\omega\to0$'' thus means frequencies well below the particle energies and well above the collision rate. A plasma oscillation is observable in this model when $\omega_p\gg\nu$.

A soft self-energy must therefore be quoted with its ratio $\omega/k$ and its polarization. The numerical output below lists the values along several such rays.

\section*{Computed results}
\begin{verbatim}
TEST PLASMA m=T=1, mu=0.5 (units of T; self-energies / e^2)
mD^2/e^2 = 0.312339 T^2
wp^2/e^2 = 0.089278 T^2
wp^2/mD^2 = 0.285836 (dimensionless)
Dirac sums below: k = 0.01 T for static order
static Pi_00/e^2 = 0.312337 T^2
static Pi_T/e^2, particle-hole = -0.089278 T^2
static Pi_T/e^2, pair = 0.089277 T^2
static Pi_T/e^2, sum = -1.19e-06 T^2
Dirac sums below: k = 0, omega = 0.01 T
uniform Pi_00/e^2 = 3.0e-33 T^2 (magnitude)
uniform Pi_T/e^2, particle-hole = 3.9e-48 T^2
uniform Pi_T/e^2, pair = 0.089278 T^2
static Pi_T at k=0.2T over k=0.1T = 3.9859
nonrelativistic m=200T: wp^2/mD^2 = 0.004938
nonrelativistic m=200T: mD/wp = 14.230
MASSLESS PLASMA: Pi_00/mD^2 and Pi_T/mD^2 against x=omega/k
x = 0.001: Pi_00 = 0.999999+0.001571i, Pi_T = 0.000001-0.000785i
x = 0.5: Pi_00 = 0.725347+0.785398i, Pi_T = 0.227995-0.294524i
x = 1.5: Pi_00 = -0.207078+0.000000i, Pi_T = 0.370576+0.000000i
x = 3: Pi_00 = -0.039721+0.000000i, Pi_T = 0.341117+0.000000i
x = 10: Pi_00 = -0.003353+0.000000i, Pi_T = 0.334003+0.000000i
x = 100: Pi_00 = -0.000033+0.000000i, Pi_T = 0.333340+0.000000i
EXAMPLE: neutral electron-positron plasma
temperature T = 5.0 MeV
electron mass = 0.510999 MeV
e^2 = 0.091701 (dimensionless)
mD (massless formula) = 0.87417 MeV
wp (massless formula) = 0.50470 MeV
mD with electron mass = 0.87348 MeV
wp with electron mass = 0.50356 MeV
screening length 1/mD = 225.73 fm
wrong length 1/wp = 390.98 fm
plasma angular frequency = 7.6678e+20 rad/s
plasma period = 8.1943e-21 s
screened/bare potential at r=3/mD = 0.049787
mode wave number k = mD/2 = 0.43709 MeV
longitudinal mode, eigenproblem = 0.61526 MeV
longitudinal mode, dispersion root = 0.61526 MeV
transverse mode, eigenproblem = 0.68638 MeV
transverse mode, dispersion root = 0.68638 MeV
Full one-loop medium part, real electron mass:
Pi_00(omega=0,k=mD)/mD^2 = 0.99358
Pi_T(omega=0,k=mD)/mD^2 = -0.00406
Pi_T(omega=wp,k=0)/wp^2 = 0.99885
\end{verbatim}
